# Optical Mass and Plasma Edge of a Nonparabolic Conduction Band

## 1. Definitions and conventions

A film has one isotropic conduction band. Its energy \(E\), measured from the band edge, obeys

\[
E(1+CE)=\gamma(k),\qquad \gamma(k)=\frac{\hbar^2k^2}{2m_b},\qquad C>0 .
\]

Here \(m_b\) is the band-edge mass and \(C\), an inverse energy, measures the nonparabolicity. The electron charge is \(-e\), and there are \(n\) electrons per volume with two spin states for each wavevector. At zero temperature they fill a sphere of radius \(k_F\). The density of wavevectors per volume, with spin, is \(2/(2\pi)^3=1/(4\pi^3)\), so

\[
n=\frac{1}{4\pi^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},\qquad k_F=(3\pi^2n)^{1/3}.
\]

All other electrons enter through a constant background permittivity \(\varepsilon_\infty\). The plasma edge is taken to be the frequency \(\omega_0\) at which the real part of the relative permittivity \(\varepsilon(\omega)\) vanishes. Fields vary as \(e^{-i\omega t}\), and their wavelength is long compared with \(1/k_F\).

The result to be derived is

\[
m_{\rm opt}(n)=m_b\sqrt{1+\frac{2C\hbar^2(3\pi^2n)^{2/3}}{m_b}},\qquad
\omega_0^2=\frac{ne^2}{\varepsilon_0\varepsilon_\infty m_{\rm opt}},
\]

where the second relation holds without loss. The parameters \(m_b\), \(C\) and \(\varepsilon_\infty\) are held fixed as \(n\) varies.

## 2. The mass that a uniform field sees

A uniform field moves every occupied wavevector by the same amount \(q\), say along \(x\). The energy per volume changes by

\[
\Delta u=\frac{1}{4\pi^3}\int_{\rm occ}\left[q\frac{\partial E}{\partial k_x}+\frac{q^2}{2}\frac{\partial^2E}{\partial k_x^2}+\dots\right]d^3k .
\]

The first term integrates to zero, because \(\partial E/\partial k_x\) is odd in \(k_x\) and the sphere is symmetric. For free particles of mass \(m\) the cost would be \(n\hbar^2q^2/(2m)\). Equating the two defines the optical mass:

\[
\frac{n}{m_{\rm opt}}=\frac{1}{4\pi^3\hbar^2}\int_{\rm occ}\frac{\partial^2E}{\partial k_x^2}\,d^3k .
\]

The same quantity governs the current. An electron has velocity \(\hbar^{-1}\partial E/\partial k_x\), so to first order in \(q\)

\[
j=-\frac{e}{4\pi^3\hbar}\int_{\rm occ}\left[\frac{\partial E}{\partial k_x}+q\frac{\partial^2E}{\partial k_x^2}\right]d^3k=-\frac{ne\hbar q}{m_{\rm opt}} .
\]

In a field \(F\) the wavevectors obey \(\hbar\,dq/dt=-eF\). Hence

\[
\frac{dj}{dt}=-\frac{ne\hbar}{m_{\rm opt}}\frac{dq}{dt}=\frac{ne^2}{m_{\rm opt}}F .
\]

The current is the rate of change of the electronic polarization, \(j=dP/dt\). Two time derivatives give a factor \((-i\omega)^2=-\omega^2\), so \(-\omega^2P=ne^2F/m_{\rm opt}\). Adding \(P/(\varepsilon_0F)\) to the background,

\[
\varepsilon(\omega)=\varepsilon_\infty-\frac{ne^2}{\varepsilon_0m_{\rm opt}\omega^2}.
\]

Setting this to zero gives the stated \(\omega_0\). The edge therefore measures the combination \(n/(\varepsilon_\infty m_{\rm opt})\). A mass follows only if \(n\) and \(\varepsilon_\infty\) are known from elsewhere.

## 3. From the filled sphere to its surface

In an isotropic band the \(x\), \(y\) and \(z\) second derivatives have equal integrals. Each is one third of the integral of the Laplacian, and the divergence theorem applies:

\[
\int_{\rm occ}\frac{\partial^2E}{\partial k_x^2}d^3k=\frac13\int_{\rm occ}\nabla_k^2E\,d^3k=\frac13\,4\pi k_F^2E'(k_F),
\]

with \(E'=dE/dk\). Inserting this in the definition,

\[
\frac{n}{m_{\rm opt}}=\frac{k_F^2E'(k_F)}{3\pi^2\hbar^2}=n\,\frac{E'(k_F)}{\hbar^2k_F},
\]

where \(k_F^3=3\pi^2n\) was used. Thus

\[
m_{\rm opt}=\frac{\hbar^2k_F}{E'(k_F)}=\frac{\hbar k_F}{v_F},\qquad v_F=\frac{E'(k_F)}{\hbar}.
\]

This step has not used the particular form of \(E(k)\). The optical mass is the ratio of crystal momentum to velocity at the Fermi surface.

## 4. Inserting the band

Differentiate \(E+CE^2=\hbar^2k^2/(2m_b)\) with respect to \(k\):

\[
(1+2CE)E'=\frac{\hbar^2k}{m_b}\quad\Rightarrow\quad m_{\rm opt}=m_b(1+2CE_F).
\]

To express this through the density, put \(s=1+2CE\). Squaring,

\[
s^2=1+4CE+4C^2E^2=1+4CE(1+CE)=1+4C\gamma .
\]

The positive root is needed, since \(s=1\) at the band edge. With \(s_F\) the value at \(k_F\),

\[
m_{\rm opt}=m_bs_F=m_b\sqrt{1+4C\frac{\hbar^2k_F^2}{2m_b}},
\]

which is the stated result once \(k_F=(3\pi^2n)^{1/3}\) is inserted. For \(C=0\) the mass is \(m_b\) at every density.

## 5. Why the band curvature at the Fermi level is not the answer

The curvature along the radius gives a different mass. From \(E'=\hbar^2k/(m_bs)\) and \(ds/dk=2CE'\),

\[
E''=\frac{\hbar^2}{m_bs}-\frac{\hbar^2k}{m_bs^2}\,2C\frac{\hbar^2k}{m_bs}
=\frac{\hbar^2}{m_bs}\left[1-\frac{2C\hbar^2k^2}{m_bs^2}\right].
\]

Since \(\hbar^2k^2/m_b=2\gamma\) and \(4C\gamma=s^2-1\), the bracket is \(1-(s^2-1)/s^2=1/s^2\). The radial mass is therefore \(\hbar^2/E''=m_bs^3\). In the two transverse directions the second derivative is \(E'/k\), which gives the mass \(m_bs\).

The field acts on all occupied states, and one third of the trace of the inverse mass tensor at a given \(k\) is

\[
w(k)=\frac{1}{3m_b}\left(\frac2s+\frac1{s^3}\right).
\]

Its average over the sphere can be done directly. Using the derivatives above,

\[
\frac{d}{dk}\frac{k^3}{s}=\frac{3k^2}{s}-\frac{k^3}{s^2}\frac{ds}{dk}
=\frac{3k^2}{s}-k^2\,\frac{s^2-1}{s^3}=k^2\left(\frac2s+\frac1{s^3}\right).
\]

Hence

\[
\frac{3}{k_F^3}\int_0^{k_F}w(k)\,k^2dk=\frac{1}{m_bk_F^3}\,\frac{k_F^3}{s_F}=\frac{1}{m_bs_F}.
\]

The volume average and the surface formula agree. The heavy radial mass at the Fermi level is offset by the lighter states deeper in the sphere and by the transverse directions.

## 6. The growth law and its two limits

Write \(m_{\rm opt}^2=m_b^2(1+an^{2/3})\), with \(a=2C\hbar^2(3\pi^2)^{2/3}/m_b\). Taking the logarithm and differentiating,

\[
\frac{d\ln m_{\rm opt}}{d\ln n}=\frac12\,\frac{\tfrac23an^{2/3}}{1+an^{2/3}}=\frac13\left(1-\frac1{s_F^2}\right),
\]

because \(1+an^{2/3}=s_F^2\). As \(\omega_0^2\propto n/m_{\rm opt}\), the edge follows

\[
\frac{d\ln\omega_0}{d\ln n}=\frac12-\frac16\left(1-\frac1{s_F^2}\right).
\]

**Low density.** For \(an^{2/3}\ll1\) the square root may be expanded:

\[
m_{\rm opt}\simeq m_b+C\hbar^2(3\pi^2n)^{2/3}.
\]

To this order the added mass does not depend on \(m_b\). The edge rises as \(n^{1/2}\), as for a constant mass.

**High density.** For \(an^{2/3}\gg1\) the one under the root is negligible and

\[
m_{\rm opt}\to\hbar k_F\sqrt{2Cm_b}\propto n^{1/3},\qquad v_F\to\frac{1}{\sqrt{2Cm_b}}.
\]

The Fermi velocity saturates while the momentum still grows. The edge then rises as \(n^{1/3}\). This is a limit of the model: a real band need not keep this form so far from its edge.

**Ellipsoidal band.** Let \(\gamma=\tfrac12\hbar^2\sum_ik_i^2/m_i\) and \(m_d=(m_1m_2m_3)^{1/3}\). The scaling \(k_i=\sqrt{m_i/m_d}\,\kappa_i\) preserves volume and makes the band isotropic in \(\kappa\), with band-edge mass \(m_d\). Since \(\partial^2E/\partial k_i^2=(m_d/m_i)\,\partial^2E/\partial\kappa_i^2\), the inverse optical mass along axis \(i\) is \((m_d/m_i)/(m_ds_F)\). Therefore

\[
m_{{\rm opt},i}=m_i\sqrt{1+\frac{2C\hbar^2(3\pi^2n)^{2/3}}{m_d}} .
\]

All three masses grow by the same factor, so their ratios stay fixed.

## 7. Reading the edge

**Two edges give the band.** The square of the mass is linear in \(n^{2/3}\):

\[
m_{\rm opt}^2=m_b^2+2C\hbar^2(3\pi^2)^{2/3}m_b\,n^{2/3}.
\]

The intercept gives \(m_b\), and the slope then gives \(C\). Since each mass is computed as \(ne^2/(\varepsilon_0\varepsilon_\infty\omega_0^2)\), a density 5% too high makes that mass 5% too high.

**The reflectance minimum is another point.** At normal incidence a thick layer has amplitude reflectance \((\sqrt\varepsilon-1)/(\sqrt\varepsilon+1)\) in magnitude. Without loss it vanishes at \(\varepsilon=1\), hence at

\[
\omega_{\min}^2=\frac{ne^2}{\varepsilon_0m_{\rm opt}(\varepsilon_\infty-1)}=\omega_0^2\,\frac{\varepsilon_\infty}{\varepsilon_\infty-1}.
\]

Inserting \(\omega_{\min}\) for \(\omega_0\) would multiply the inferred mass by \((\varepsilon_\infty-1)/\varepsilon_\infty\).

**Damping.** Let scattering add \(-\Gamma j\) to \(dj/dt\). Then \((\Gamma-i\omega)j=ne^2F/m_{\rm opt}\), and with \(P=j/(-i\omega)\)

\[
\varepsilon=\varepsilon_\infty-\frac{ne^2}{\varepsilon_0m_{\rm opt}}\frac{1}{\omega^2+i\omega\Gamma},\qquad
{\rm Re}\,\frac{1}{\omega^2+i\omega\Gamma}=\frac{1}{\omega^2+\Gamma^2}.
\]

Let \(\omega_i\) denote the lossless edge. The zero of the real part moves to \(\omega_0^2=\omega_i^2-\Gamma^2\), and it exists only for \(\Gamma<\omega_i\). Ignoring \(\Gamma\) gives an inferred mass too large by the factor \(1/(1-\Gamma^2/\omega_i^2)\).

## 8. Worked example

The round model parameters are \(m_b=0.2\,m_e\), \(C=0.4\ \mathrm{eV^{-1}}\) and \(\varepsilon_\infty=4\), with \(m_e\) the free-electron mass. At \(n=10^{21}\ \mathrm{cm^{-3}}\) the Fermi wavevector is \(3.094\ \mathrm{nm^{-1}}\) and \(\gamma_F=1.823\) eV. Then

\[
s_F=\sqrt{1+4(0.4)(1.823)}=1.979,\qquad E_F=\frac{1.979-1}{2(0.4)}=1.224\ \mathrm{eV},
\]

and \(m_{\rm opt}=0.2\times1.979=0.396\,m_e\). With the mass held at \(m_b\) the edge would lie at 1.313 eV. The heavier mass lowers it to \(1.313/\sqrt{1.979}=0.933\) eV. The three densities compare as follows.

| \(n\) (cm⁻³) | \(E_F\) (eV) | \(m_{\rm opt}/m_e\) | \(\hbar\omega_0\) (eV) |
|---|---|---|---|
| \(1\times10^{20}\) | 0.345 | 0.255 | 0.368 |
| \(3\times10^{20}\) | 0.649 | 0.304 | 0.583 |
| \(1\times10^{21}\) | 1.224 | 0.396 | 0.933 |

The edges correspond to vacuum wavelengths of about 3370, 2130 and 1330 nm. Over the tenfold rise in density the mass grows by a factor 1.55. The edge grows by 2.54, whereas a constant mass would give \(\sqrt{10}=3.16\).

The local mass exponent rises from 0.129 to 0.248, still below its limit of \(1/3\). The edge exponent falls from 0.436 to 0.376. The crossover \(an^{2/3}=1\) follows from \(4C\gamma_F=0.628\) at \(10^{20}\ \mathrm{cm^{-3}}\): it lies at \(10^{20}\times0.628^{-3/2}\approx2\times10^{20}\ \mathrm{cm^{-3}}\). The example thus lies on both sides of the crossover and reaches neither limit.

At the highest density the radial curvature mass is \(0.2\times1.979^3=1.55\,m_e\), almost four times the optical mass. The lossless reflectance minimum lies at 1.078 eV. Mistaking it for the zero of \(\varepsilon\) would make the inferred mass 25% too small.

## 9. Two numerical checks

The mass can be found without the surface formula. Displacing the sphere by \(q=0.005\,k_F\) and integrating the energy change over all occupied states gives \(0.39584\,m_e\) at the highest density. The closed formula gives the same five digits.

The edge can be found from individual electron-hole excitations. Let the total potential energy of an electron be \(We^{i(qx-\omega t)}\) plus its complex conjugate. First-order perturbation theory mixes into the state \(\mathbf k\) the states \(\mathbf k\pm\mathbf q\). With \(\Delta_\pm=E(\mathbf k\pm\mathbf q)-E(\mathbf k)\), the amplitudes are

\[
\frac{We^{-i\omega t}}{\hbar\omega-\Delta_+},\qquad -\frac{W^*e^{i\omega t}}{\hbar\omega+\Delta_-}.
\]

The density component varying as \(e^{i(qx-\omega t)}\) takes the first amplitude and the conjugate of the second. Replacing \(\mathbf k\) by \(-\mathbf k\) in the second sum turns \(\Delta_-\) into \(\Delta_+\equiv\Delta\). The density amplitude is then \(WS\), with

\[
S=\frac{1}{4\pi^3}\int_{\rm occ}\frac{2\Delta}{(\hbar\omega)^2-\Delta^2}\,d^3k .
\]

Transitions between two occupied states cancel in pairs, since exchanging the states reverses \(\Delta\). A potential \(\phi\) gives \(W=-e\phi\) and \(F=-iq\phi\), so \(W=-ieF/q\). The induced charge \(-eWS\) equals \(-iqP\), hence \(P=eWS/(iq)=-e^2FS/q^2\) and

\[
\varepsilon=\varepsilon_\infty-\frac{e^2S}{\varepsilon_0q^2}.
\]

This is a mean-field result, with the overlap of the lattice-periodic parts of the states set to one. For small \(q\) the \(\Delta^2\) in the denominator drops out. Section 2 gives \((4\pi^3)^{-1}\int\Delta\,d^3k=n\hbar^2q^2/(2m_{\rm opt})\), and the earlier permittivity returns. Evaluated at \(q=0.005\,k_F\), the zero lies at 0.93321 eV, against 0.93319 eV from the formula. After the cancellation noted above, only transitions to empty states remain, and these have \(0<\Delta<\hbar\omega\) here. Keeping \(\Delta^2\) therefore increases \(S\) and moves the zero upward, as seen.

## 10. What the model neglects

**Damping.** A mobility \(\mu=40\ \mathrm{cm^2/(V\,s)}\), held fixed, gives \(\Gamma=e/(\mu m_{\rm opt})\) if the same scattering rate applies at zero frequency and at the edge. At \(10^{20}\ \mathrm{cm^{-3}}\) this is \(\hbar\Gamma=0.113\) eV, and the edge falls from 0.368 to 0.350 eV. An analysis without loss overestimates the mass by 10.5%. At \(10^{21}\ \mathrm{cm^{-3}}\) the excess is 0.6%.

**The background.** If the background at the edge is \(\varepsilon_b\) instead of \(\varepsilon_\infty\), the true edge obeys \(\omega_0^2=ne^2/(\varepsilon_0\varepsilon_bm_{\rm opt})\). The inferred mass is then wrong by the factor \(\varepsilon_b/\varepsilon_\infty\). Two contributions were sized separately, each with one oscillator:

\[
\varepsilon_b=1+\frac{\varepsilon_\infty-1}{1-\omega^2/\omega_g^2},\qquad
\varepsilon_b=\varepsilon_\infty-\frac{(\varepsilon_s-\varepsilon_\infty)\omega_T^2}{\omega^2-\omega_T^2}.
\]

Each oscillator gives the real part of \(\varepsilon\) a further zero, above \(\omega_g\) in the first case and below \(\omega_T\) in the second. The edge meant here is the zero close to its constant-background value. The first expression describes interband absorption, with \(\hbar\omega_g=7\) eV chosen. It raises the inferred mass by 1.3% at the highest density and 0.2% at the lowest. The second describes a polar lattice, with static permittivity \(\varepsilon_s=9\) and phonon energy \(\hbar\omega_T=0.05\) eV chosen. It lowers the inferred mass by 2.3% at the lowest density and 0.4% at the highest.

**Temperature.** At 300 K, with \(n\) and the band fixed, the optical mass itself rises by 0.43% at the lowest density and 0.07% at the highest. The sign follows from Section 5. Heating moves electrons from below \(E_F\) to above it, where \(w\) is smaller, so the average inverse mass falls.

**The band form.** Suppose the band really obeys \(E(1+CE+DE^2)=\gamma\). Section 3 still holds, and differentiation gives

\[
m_{\rm opt}=m_b(1+2CE_F+3DE_F^2).
\]

At fixed density \(E_F\) shifts too, by \(-DE_F^3/s_F\) to first order in \(D\). The relative change of mass is therefore

\[
\frac{\delta m_{\rm opt}}{m_{\rm opt}}\simeq\frac{DE_F^2}{s_F}\left(3-\frac{2CE_F}{s_F}\right).
\]

For a trial value \(D=-0.04\ \mathrm{eV^{-2}}\) this estimate is \(-7.6\%\) at the highest density. The full solution gives \(-8.1\%\) there and \(-1.05\%\) at the lowest density. Of the effects sized here, damping is the largest at the dilute end and the band form at the dense end.

**Consequence for a two-edge fit.** Ideal edges at the lowest and highest densities return \(m_b=0.200\,m_e\) and \(C=0.400\ \mathrm{eV^{-1}}\). Now let the edges contain damping, interband dispersion and lattice response together, while the analysis ignores all three. It returns \(0.228\,m_e\) and \(0.331\ \mathrm{eV^{-1}}\), errors of \(+14\%\) and \(-17\%\) relative to the input. The damping excess at the dilute end lifts the intercept and flattens the line. Fitting the complex permittivity with \(\Gamma\) included removes the damping part of this bias, provided the Drude form holds. The interband and lattice parts remain. When the mass is read from the zero, they act the other way: with these two alone, the two-edge fit returns \(0.189\,m_e\) and \(0.450\ \mathrm{eV^{-1}}\). In a spectral fit with a constant background, the size and even the sign of their effect depend on the fitted range and on whether \(\varepsilon_\infty\) is fitted too. The dispersion of the background must therefore be modelled as well.

## 11. The model beside real films

The parameters are rough values in the regime of heavily doped transparent-conducting-oxide electrodes. Such films have densities of roughly \(10^{20}\) to \(10^{21}\ \mathrm{cm^{-3}}\), mobilities of some tens of \(\mathrm{cm^2/(V\,s)}\) and masses of a few tenths of \(m_e\). The densities, mobility and masses of the example are of this order, with the highest density at the upper end of the range. Real films break the lossless assumption, which moves the inferred mass by about 10% at the dilute end of this example. They can also have density gradients, a scattering rate that depends on frequency, and a band that changes with doping; these are not sized here. The background can also change with density: filled conduction states block interband transitions, which lowers \(\varepsilon_\infty\) as \(n\) grows. The two-edge fit is sensitive to this. If the background were 3.8 at the highest density and 4 at the lowest, an analysis with \(\varepsilon_\infty=4\) would read the dense mass 5% too low and return \(0.210\,m_e\) and \(0.317\ \mathrm{eV^{-1}}\), an error in \(C\) of about \(-21\%\). The background should therefore be determined for each film. If light returns coherently from the back face of the film, the reflectance also shows interference, so the permittivity must be extracted with a layer model before the zero is read. The numerical output follows.

## Computed results

```
band-edge mass 0.2 m_e; C 0.4 1/eV; eps_inf 4.0
mobility 40.0 cm2/Vs; interband oscillator 7.0 eV
static permittivity 9.0; phonon 0.05 eV
trial next band term -0.04 1/eV^2; temperature 300.0 K
--- density 1e+20 cm^-3
k_F 1.4360 1/nm; gamma_F 0.3928 eV
E_F 0.3452 eV; s_F 1.2761
optical mass: formula 0.25522, sphere 0.25522 m_e
radial curvature mass 0.4156 m_e
exponents: mass 0.1286, edge 0.4357
edge: formula 0.36751, excitations 0.36752 eV
edge wavelength 3374 nm
edge if mass stayed m_b 0.4152 eV
damping hbar*Gamma 0.1134 eV; damped edge 0.3496 eV
inferred mass change, damping: +10.52 %
inferred mass change, interband dispersion: +0.21 %
inferred mass change, lattice: -2.30 %
mass change, temperature +0.428 %; next band term -1.05 %
--- density 3e+20 cm^-3
k_F 2.0710 1/nm; gamma_F 0.8171 eV
E_F 0.6487 eV; s_F 1.5190
optical mass: formula 0.30380, sphere 0.30380 m_e
radial curvature mass 0.7009 m_e
exponents: mass 0.1889, edge 0.4056
edge: formula 0.58344, excitations 0.58346 eV
edge wavelength 2125 nm
edge if mass stayed m_b 0.7191 eV
damping hbar*Gamma 0.0953 eV; damped edge 0.5756 eV
inferred mass change, damping: +2.74 %
inferred mass change, interband dispersion: +0.52 %
inferred mass change, lattice: -0.92 %
mass change, temperature +0.178 %; next band term -3.01 %
--- density 1e+21 cm^-3
k_F 3.0937 1/nm; gamma_F 1.8232 eV
E_F 1.2240 eV; s_F 1.9792
optical mass: formula 0.39584, sphere 0.39584 m_e
radial curvature mass 1.5506 m_e
exponents: mass 0.2482, edge 0.3759
edge: formula 0.93319, excitations 0.93321 eV
edge wavelength 1329 nm
edge if mass stayed m_b 1.3128 eV
damping hbar*Gamma 0.0731 eV; damped edge 0.9303 eV
inferred mass change, damping: +0.62 %
inferred mass change, interband dispersion: +1.34 %
inferred mass change, lattice: -0.36 %
mass change, temperature +0.067 %; next band term -8.06 %
--- reading the film
lossless reflectance minimum, highest density 1.0776 eV
two ideal edges return m_b 0.2000 m_e, C 0.4000 1/eV
two real edges, effects ignored: m_b 0.2276 m_e, C 0.3310 1/eV
```
